# Potential Drop Across a Magnetic Presheath at a Grazing Wall

## The problem

A plasma touches a flat absorbing wall. A uniform magnetic field makes an angle $\alpha=5^\circ$ with the wall surface. Ions arrive along the field at the ion sound speed $c_s=\sqrt{T_e/m_i}$, with $T_e$ in energy units. Close to the wall, where quasi-neutrality ends and the thin Debye sheath begins, their velocity component normal to the wall has risen to $c_s$. The layer between these two states is the magnetic presheath.

Find its potential drop, the ion velocity at its exit and its thickness. Then find its share of the total drop at a floating wall, and judge the collisionless model for a low-pressure helium plasma source with $T_e=6$ eV, density $10^{11}$ cm$^{-3}$ and field 875 G.

The assumptions are as follows. The layer is steady and varies only along $z$, the normal pointing into the wall. Ions are cold, singly charged and collisionless, and none are created inside the layer. There is no electric field along the wall. Electrons are isothermal and follow the Boltzmann relation.

Let $s=\sin\alpha$ and $c=\cos\alpha$, with the field along $(c,0,s)$. Velocities $\mathbf u$ are in units of $c_s$, and density $n$ is relative to its entrance value. Lengths are in $\rho_s=c_s/\Omega_i$, where $\Omega_i=eB/m_i$. The potential is $\phi=e\Phi/T_e$, zero at the entrance, so $n_e=e^\phi$.

## A first estimate by scaling

The normal speed must grow from $s$ to 1. If the field had to supply just this normal kinetic energy, the drop would be

$$
\Delta_{\rm est}=\tfrac12(1-s^2)=\tfrac12c^2 .
$$

For $c=0.99619$ this is $0.496$, or about 3.0 V.

The natural thickness is $\rho_s$, the distance over which the magnetic force turns an ion moving at $c_s$. For the example $c_s=12.03$ km/s and $\rho_s=5.70$ mm. An ion entering at grazing angle travels about $1/s$ times farther than it advances towards the wall, so its path should be about $5.70\ \text{mm}/0.08716=6.5$ cm.

These estimates ignore energy gained in motion parallel to the wall and assume that the layer has a sharp beginning.

## The exact solution of the model

### The drop

Without ion sources the normal flux is constant. At the entrance $n=1$ and $u_z=s$, hence

$$
n u_z=s .
$$

At the exit $u_z=1$, so $n=s$. Quasi-neutrality equates this with $e^\phi$, giving $\phi=\ln s$. The positive drop is therefore

$$
\boxed{\Delta=-\phi_{\rm exit}=\ln\frac1{\sin\alpha}}
$$

At $5^\circ$ the density falls to 8.7% of its entrance value and $\Delta=2.440$. The potential drop is $2.440\times6=14.64$ V.

This argument takes the two end speeds as given. The equations of motion show why the exit is sonic, why the entrance flow cannot be slower than sonic, and whether a smooth layer connects the two.

### Ion motion and the sonic exit

The magnetic force per unit mass, in the chosen units, is

$$
\mathbf u\times(c,0,s)=(s u_y,\;c u_z-s u_x,\;-c u_y).
$$

In a steady flow depending on $z$ alone, acceleration is $u_z\,d\mathbf u/dz$. With primes for $d/dz$,

$$
\begin{aligned}
u_zu_x'&=s u_y,\\
u_zu_y'&=c u_z-s u_x,\\
u_zu_z'&=-\phi'-c u_y .
\end{aligned}
$$

Flux conservation and quasi-neutrality give $\phi=\ln(s/u_z)$, so $\phi'=-u_z'/u_z$. Substitution in the last equation yields

$$
\left(\frac1{u_z}-u_z\right)u_z'=c u_y. \tag{1}
$$

The bracket vanishes at $u_z=1$. If $u_y$ is still positive there, $u_z'$ and the electric field diverge. Charge separation can then no longer be neglected, which marks the Debye-sheath edge.

To find $u_y$, first use equation (1) in the equation for $u_x$:

$$
u_x'=\frac{s u_y}{u_z}
=\frac sc\left(\frac1{u_z^2}-1\right)u_z'.
$$

Integration from $u_z=s$, where $u_x=c$, gives

$$
\begin{aligned}
u_x&=c+\frac sc\left(\frac1s+s-\frac1{u_z}-u_z\right)\\
&=c+\frac{1+s^2-s u_z-s/u_z}{c}. \tag{2}
\end{aligned}
$$

Next multiply the three momentum equations by $u_x$, $u_y$ and $u_z$ and add. The magnetic terms cancel because that force does no work:

$$
u_z\left(\tfrac12u^2\right)'=-u_z\phi' .
$$

Thus $u^2+2\phi$ keeps its entrance value 1, and

$$
u_x^2+u_y^2+u_z^2=1+2\ln\frac{u_z}{s}. \tag{3}
$$

It remains to show that $u_y^2$ is positive throughout the layer. Let $F(u_z)=u_y^2$ from equation (3), and let $G=c u_z-s u_x$. Differentiating (3), with $du_x/du_z=(s/c)(1/u_z^2-1)$, gives

$$
\begin{aligned}
\frac{dF}{du_z}
&=\frac2{u_z}-2u_z-2u_x\frac sc\left(\frac1{u_z^2}-1\right)\\
&=\frac{2(1-u_z^2)}{c u_z^2}\,G, \tag{4}\\
\frac{dG}{du_z}
&=c-\frac{s^2}{c}\left(\frac1{u_z^2}-1\right)
=\frac1c\left(1-\frac{s^2}{u_z^2}\right). \tag{5}
\end{aligned}
$$

Both $F$ and $G$ vanish at the entrance. For $s<u_z<1$, equation (5) makes $G$ grow from zero, and (4) then makes $F$ grow. Hence $u_y^2>0$, and the branch $u_y>0$ accelerates the ions smoothly to $u_z=1$. This is also the direction of the $\mathbf E\times\mathbf B$ drift.

At the exit, equation (2) gives

$$
u_x=c+\frac{(1-s)^2}{c}=1.833,
$$

and equation (3) gives $u_y=\sqrt{2\Delta-u_x^2}=1.233$. The flow makes an angle

$$
\arctan\frac{1}{\sqrt{1.833^2+1.233^2}}=24.4^\circ
$$

with the surface. The ions have already left the field direction.

### Why the entrance flow cannot be subsonic

Suppose instead that ions enter along the field at Mach number $M$, with $Ms<1$. Write $\mathbf u=(Mc+X,\,Y,\,Ms+Z)$ and keep first-order terms:

$$
\begin{aligned}
MsX'&=sY,\\
MsY'&=cZ-sX,\\
\left(\frac1{Ms}-Ms\right)Z'&=cY .
\end{aligned}
$$

Differentiate the second equation and insert $X'=Y/M$ and $Z'=cMsY/(1-M^2s^2)$. Division by $Ms$ gives

$$
\begin{aligned}
Y''&=\left(\frac{c^2}{1-M^2s^2}-\frac1{M^2}\right)Y\\
&=\frac{M^2-1}{M^2(1-M^2s^2)}\,Y .
\end{aligned}
$$

For $M<1$ the disturbance oscillates, so uniform flow cannot pass monotonically into the layer. For $M>1$ it can grow exponentially towards the wall. Sonic flow is the marginal case assumed here.

Faster entry changes the flux to $Ms$ and the drop to $\ln[1/(Ms)]$. With $M=1.2$ at the same angle, the drop is 2.258 instead of 2.440.

### The long entrance and the thickness

At $M=1$ the linear growth rate is zero, so the next terms decide the shape. Put $u_z=s(1+\varepsilon)$ with $\varepsilon\ll1$. Equation (5) gives $dG/d\varepsilon\simeq2s\varepsilon/c$, hence $G\simeq s\varepsilon^2/c$. In equation (4), $1-u_z^2\simeq c^2$ and $u_z^2\simeq s^2$, so

$$
\frac{dF}{d\varepsilon}\simeq
s\,\frac{2c^2}{c s^2}\,\frac{s\varepsilon^2}{c}
=2\varepsilon^2,
\qquad u_y^2\simeq\tfrac23\varepsilon^3 .
$$

At the same order the left side of (1) is $c^2\varepsilon'$. Therefore

$$
\varepsilon'=\frac1c\sqrt{\frac23}\,\varepsilon^{3/2},
\qquad
\varepsilon\simeq\frac{6c^2}{\zeta^2},
$$

where $\zeta$ is distance measured back from a suitable origin. Since $\phi=-\ln(1+\varepsilon)\simeq-\varepsilon$, the potential has an algebraic tail. The ideal layer has no sharp beginning, and any thickness needs a stated cut.

Let the cut be where the potential has fallen by $0.1T_e/e$, or $u_z=s e^{0.1}$. Equation (1) then gives the thickness

$$
\ell=\int_{s e^{0.1}}^1
\frac{1/u_z-u_z}{c\,u_y(u_z)}\,du_z ,
$$

with $u_y(u_z)$ from (2) and (3). Its value is $7.02\rho_s=40.0$ mm. Weighting the integrand by $|\mathbf u|/u_z$ gives an ion path of 38.6 cm. Weighting it by $1/u_z$ gives a transit time of 25.0 µs.

## Comparison of the two

| Quantity | Estimate | Model solution |
|---|---:|---:|
| Potential drop | 3.0 V | 14.64 V |
| Thickness, from the cut | 5.7 mm | 40.0 mm |
| Ion path, from the cut | 6.5 cm | 38.6 cm |

The estimated drop is low by a factor of 4.9. At the exit, the kinetic energies in the $x$, $y$ and $z$ motions are $1.679$, $0.761$ and $0.500$ in units of $T_e$. Their sum is 2.940, and subtracting the entrance energy 0.500 recovers the drop 2.440. Most of the energy gained goes into motion parallel to the wall.

The estimate is good in the opposite limit. Near normal incidence put $s=1-\delta$. Then

$$
\Delta=\delta+\tfrac12\delta^2+\cdots,\qquad
\Delta_{\rm est}=\delta-\tfrac12\delta^2 .
$$

They agree to first order. Their difference, $\delta^2$ to leading order, is the energy gained in tangential motion. At $\alpha=90^\circ$ both vanish. As $\alpha\to0$, the estimate saturates at $1/2$ while the model drop grows logarithmically.

The length estimates fail because of the slow tail. At the chosen cut $\varepsilon=e^{0.1}-1=0.105$, and the tail law alone, with its origin put at the exit, gives $\zeta=\sqrt6\,c/\sqrt{0.105}\simeq7.5$, close to the integrated 7.02. This agreement belongs to small angles: at $30^\circ$ the same cut gives 6.5 from the tail law but only 3.6 by integration.

## The share of a floating-wall drop

Let $W$ be the total drop from the presheath entrance to a floating wall, in units of $T_e/e$. In a guiding-centre description, electrons with parallel energy above $WT_e$ reach the wall. Integrating velocity over this part of a Maxwellian gives the flux per entrance density along the field,

$$
\begin{aligned}
\sqrt{\frac{m_e}{2\pi T_e}}
\int_{v_m}^{\infty}v\,e^{-m_ev^2/(2T_e)}dv
&=\sqrt{\frac{T_e}{2\pi m_e}}\,e^{-W},\\
\tfrac12m_ev_m^2&=WT_e .
\end{aligned}
$$

Projection onto the normal multiplies both electron and ion fluxes by $s$. Equating them, the factor cancels:

$$
W=\frac12\ln\frac{m_i}{2\pi m_e}.
$$

For helium $W=3.529$, or 21.17 V. The presheath takes 2.440 and leaves 1.088 for the Debye sheath. Tilting the field redistributes the total without changing it in this description.

With Boltzmann electrons the remainder vanishes when $s=\sqrt{2\pi m_e/m_i}$, at $1.68^\circ$ for helium, and below that angle this description is inconsistent with a floating wall. The Boltzmann relation itself fails as the remainder shrinks, because the electrons lost to the wall then remove much of the returning distribution. With the cut Maxwellian given below, the sonic speed falls to zero at the wall potential and a remainder survives, about 0.4 at $1.68^\circ$ and 0.15 at $1^\circ$. The angle $1.68^\circ$ is therefore a limit of the Boltzmann model, not a sharp physical threshold.

At $5^\circ$ the ion impact energy is $(0.5+3.529)\times6=24.2$ eV. Integration through the Debye sheath gives an impact angle of $36.0^\circ$ to the surface, far steeper than the field.

## What the ideal model leaves out

**Finite Debye length.** The entrance Debye length is $\lambda_D=57.6$ µm, so $\lambda=\lambda_D/\rho_s=0.0101$. Poisson's equation,

$$
\lambda^2\phi''=e^\phi-\frac{s}{u_z},
$$

replaces quasi-neutrality. Near the sonic point write $u_z=1+v$ and $\phi=\ln s-\psi$, with $x$ the distance from the ideal exit and $f=c u_y$ there. The normal momentum equation integrates to $v+v^2/2=\psi-fx$. Expanding both densities to second order, and using $v\simeq\psi$ in the quadratic terms, gives

$$
\lambda^2\psi''\simeq s(fx+\psi^2).
$$

At fixed angle, balancing the three terms requires $\psi^2\sim x$ and $\lambda^2\psi/x^2\sim\psi^2$, hence $\psi\sim\lambda^{2/5}$. At the actual sonic point $v=0$, so the excess drop is $\psi=fx\sim\lambda^{4/5}$.

Integrating the momentum and Poisson equations, starting on the quasi-neutral solution at $u_z=1.2s$, gives drops of 2.5010, 2.4742 and 2.4594 for the example's $\lambda$, its half and its quarter. Extrapolation with the $4/5$ law gives 2.4394, against the ideal 2.4401. The example's own shift is $+0.061$.

**Electrons lost to the wall.** Fast electrons that reach the wall do not return. At potential $\phi$ this leaves

$$
n_e\propto e^\phi\,\frac{1+\operatorname{erf}\sqrt{\phi+W}}2 .
$$

The sonic speed becomes $(d\ln n_e/d\phi)^{-1/2}$ in units of $c_s$. Using it at both ends, with $W$ held fixed, lowers the drop by 0.098 to 2.342.

**Ionization.** If each electron ionizes at rate $\nu$, the ion flux gains the fraction $\nu\int dz/v_z=\nu t$ to first order, where $v_z$ is the normal ion speed and $t$ the transit time. A deliberately high rate coefficient of $10^{-9}$ cm$^3$/s, with gas at 0.1 mTorr and 300 K, gives 8.0% between the cut and the exit when the unperturbed transit time is used. The exit density rises accordingly, and the drop from the cut onward changes by $-\ln1.080=-0.077$. At this rate first order overstates the effect, because at the cut the source term $\nu/u_z=0.016$ (with $\nu$ in units of $\Omega_i$) is comparable with $c u_y=0.025$: fluid equations with ions born at rest give a transit of 18 µs, a thickness of $5.4\rho_s$ and a change of $-0.059$. These figures depend on the cut: placing it farther upstream in the slow tail lengthens the transit and increases both, so they do not bound the effect on the whole ideal layer. For Maxwellian electrons at 6 eV in helium the coefficient is nearer $10^{-10}$ cm$^3$/s, which would reduce both figures about tenfold.

**Ion temperature.** For a rough value of 0.1 eV, changing one end's sound speed by the factor $\sqrt{1+3T_i/T_e}$ would shift the drop by about 0.024.

**Collisions.** A rough ion-neutral cross section of $3\times10^{-15}$ cm$^2$ gives a mean free path of 104 cm. On the collisionless path after the cut, the fraction of ions colliding is $1-e^{-38.6/104}=31\%$, and a cut farther upstream would give more. Collisions also change the path. Treated as a fluid drag at rate $|\mathbf u|$ divided by the mean free path, they exceed the drive $s u_y$ at the cut, shorten the path to 24 cm (21% colliding) and the thickness to $4.9\rho_s$, and lower the exit $u_x$ to 1.56. Such a drag leaves the flux and the sonic exit, hence the drop from the cut, unchanged, but it does not describe the slow ions made by charge exchange. The 4 cm thickness alone would have suggested a nearly collisionless layer.

**Electron gyration.** The electron gyroradius $\sqrt{m_eT_e}/(eB)$ is 1.16 entrance Debye lengths, or 0.34 of the larger Debye length at the sheath edge. The guiding-centre value of $W$ is therefore an estimate, whereas the ideal presheath drop does not use it.

## The real source

The field of 875 G is that of electron-cyclotron resonance at 2.45 GHz, used in plasma sources for surface processing. The other plasma parameters are rough, and they need not occur together. A discharge that loses ions along the field over a half-length $L$ needs $\nu L/c_s\simeq\pi/2-1$. With Maxwellian electrons at 6 eV and helium at 0.1 mTorr this requires $L\approx18$ m. For $L=50$ cm it requires about 4 mTorr, where the mean free path is about 3 cm, or else $T_e$ near 40 eV at 0.1 mTorr. The stated inputs thus presuppose a hot electron tail, better confinement or a plasma made elsewhere at higher pressure. At 1 mTorr, with the other inputs fixed, the mean free path would be about 10 cm, shorter than the path, and the collisionless description would fail. Argon at the same $T_e$ and field would have a path about 3.2 times longer, since $\rho_s\propto\sqrt{m_i}$. Even for helium, the model needs a uniform field angle along nearly 40 cm of ion path, comparable with the size of a laboratory chamber. If the angle were $4^\circ$ or $6^\circ$ throughout, the drop would be 2.663 or 2.258, a change of $+1.3$ V or $-1.1$ V. With ionization counted only from the cut, the sized corrections are individually at most about 4% of the ideal drop, but they need not add independently, and the effect of collisions on the drop has not been sized. For the stated inputs the model therefore gives a drop of about $2.4T_e/e$, uncertain by at least $0.1T_e/e$. It does not establish this value for a self-sustained helium discharge at 6 eV, whose pressure would make the layer collisional. The numerical output lists the inputs and the main results.

## Computed values

```
Input: field angle to surface = 5.0 deg
Input: electron temperature = 6.0 eV
Input: plasma density = 1.0e+11 cm^-3
Input: magnetic field = 875 G
Input: gas pressure = 0.10 mTorr
Input: gas temperature = 300 K
Rough input: ion-neutral cross section = 3.0e-15 cm^2
Rough input: ionization rate = 1.0e-09 cm^3/s
Rough input: ion temperature = 0.10 eV
sin(alpha) = exit/entrance density = 0.08716
cos(alpha) = 0.99619
Ideal presheath drop = 2.4401 Te/e
Ideal presheath drop = 14.64 V
Ideal drop at 4 deg = 2.663 Te/e
Ideal drop at 6 deg = 2.258 Te/e
Ideal drop at 10 deg = 1.751 Te/e
Ideal drop at 20 deg = 1.073 Te/e
Drop for entrance Mach 1.2 = 2.258 Te/e
Growth rate squared, Mach 0.9 = -0.2360 rho_s^-2
Growth rate squared, Mach 1.2 = 0.3089 rho_s^-2
Ion sound speed = 12.03 km/s
Ion sound gyroradius rho_s = 5.70 mm
Entrance Debye length = 57.6 um
Debye length / rho_s = 0.01010
Exit velocity x, y, z = 1.833, 1.233, 1.000 cs
Exit flow angle to surface = 24.4 deg
Thickness from 0.1 Te drop = 7.02 rho_s
Thickness from 0.1 Te drop = 40.0 mm
Ion path from 0.1 Te drop = 38.6 cm
Transit time from 0.1 Te drop = 25.0 us
Total floating-wall drop = 3.529 Te/e
Total floating-wall drop = 21.17 V
Debye-sheath remainder = 1.088 Te/e
Angle of zero Debye remainder = 1.68 deg
Poisson drop, Debye/rho_s 0.01010 = 2.5010 Te/e
Poisson drop, Debye/rho_s 0.00505 = 2.4742 Te/e
Poisson drop, Debye/rho_s 0.00252 = 2.4594 Te/e
Poisson drop extrapolated to zero = 2.4394 Te/e
Finite-Debye shift in example = +0.061 Te/e
Sonic point to wall = 0.59 mm
Ion impact energy = 24.2 eV
Ion impact angle to surface = 36.0 deg
Drop with lost electrons = 2.342 Te/e
Lost-electron shift = -0.098 Te/e
Ion-neutral mean free path = 104 cm
Ions colliding on the path = 31 %
Flux gained by ionization = 8.0 %
Ionization shift of drop = -0.077 Te/e
Ion-temperature shift scale = 0.024 Te/e
Electron gyroradius / Debye = 1.16
```
